# Bending Instability of an Ionic MX2 Molecule with a Polarisable Dication, part 2

A molecule MX$_2$ consists of a dication M of charge $+2$ and two anions X of charge $-1$. The anions repel each other, which favours a straight molecule, but bending it produces a field that polarises M and lowers the energy. The problem is to find when the linear form becomes unstable.

M has the linear, isotropic polarisability $\alpha$. The anions are unpolarisable point charges until part (i). The repulsion $\varphi$ acts along each M–X bond and depends on its length alone. Covalent bonding, short-range repulsion between the anions and finite ion size in the electrostatics are left out. Atomic units are used, with $4\pi\varepsilon_0=1$, lengths in bohr, energies in hartree and polarisabilities in bohr$^3$.

The equilibrium bond length of the linear molecule is $r$, and its energy is $V_0$. Each bond is tilted by $\beta$, so the X–M–X angle is $\theta=\pi-2\beta$. With M at the origin, the anions sit at $r(\pm\cos\beta,\ \sin\beta)$. A dipole $\mathbf p$ on M costs $\frac{p^2}{2\alpha}$ to make and has the energy $-\mathbf p\cdot\mathbf E$ in a field $\mathbf E$. At the best dipole the sum is

$$U_{\rm ind}=-\tfrac12\alpha E^2 .$$

For equal bonds the energy is

$$V(r,\beta)=2\varphi(r)-\frac4r+\frac{1}{2r\cos\beta}-\frac{2\alpha\sin^2\beta}{r^4}.$$

The equilibrium condition and the bending stiffness, the second derivative with respect to $\beta$ at $\beta=0$, are

$$\varphi'(r)=-\frac{7}{4r^2},\qquad k=\frac1{2r}-\frac{4\alpha}{r^4}.$$

The bend is unstable for $\alpha>\alpha_c=r^3/8$. Its two perpendicular directions have the same stiffness, and bond-length changes do not couple to it at quadratic order.

The example has $r=5$ bohr, so $\alpha_c=15.625$ bohr$^3$. For $\alpha=20$ bohr$^3$ at fixed bond length, the angle is $134.1^\circ$ and bending gains $0.00113$ hartree.

Part (f), on the stability of the stretches, begins here.

**Question.** Take $\varphi(d)=A\,e^{-d/\rho}$ for a bond of length $d$. When are the two stretches of the linear molecule stable? Under what condition does the bend become unstable before they do?

**Solution.** For this repulsion $\varphi'=-\varphi/\rho$ and $\varphi''=-\varphi'/\rho$. The equilibrium condition therefore fixes the curvature:

$$\varphi''(r)=\frac{7}{4\rho r^2}=\frac{7\lambda}{4r^3},\qquad \lambda=\frac r\rho .$$

In the symmetric stretch both bonds change by the same amount $\delta$. The field at M stays zero, and the energy is $2\varphi(r+\delta)-7/[2(r+\delta)]$. Its second derivative at $\delta=0$ is

$$K_s=2\varphi''-\frac7{r^3}=\frac{7}{2r^3}(\lambda-2).$$

This stretch is stable for $\lambda>2$, whatever the value of $\alpha$.

In the antisymmetric stretch the bond lengths are $r+q$ and $r-q$. The anion separation remains $2r$, so the anion repulsion does not change. The M–X attraction becomes

$$-\frac2{r+q}-\frac2{r-q}=-\frac{4r}{r^2-q^2}=-\frac4r-\frac{4q^2}{r^3}+\dots$$

The bond repulsion changes by $\varphi(r+q)+\varphi(r-q)-2\varphi(r)=\varphi''q^2+\dots$, since the linear terms cancel. The fields of the two anions at M no longer cancel. Each points towards its anion, and their sum along the molecular line is

$$\frac1{(r+q)^2}-\frac1{(r-q)^2}=-\frac{4rq}{(r^2-q^2)^2}\approx-\frac{4q}{r^3}.$$

The induction energy is $-\tfrac12\alpha(4q/r^3)^2=-8\alpha q^2/r^6$. Collecting the terms gives

$$\Delta V=\left(\varphi''-\frac4{r^3}-\frac{8\alpha}{r^6}\right)q^2+\dots$$

A polarisable cation thus also softens the motion in which it moves off centre along the line. The coefficient is positive when

$$\alpha<\frac{r^6}{8}\left(\varphi''-\frac4{r^3}\right)=\frac{r^3}{8}\left(\frac{7\lambda}{4}-4\right).$$

This limit lies above $\alpha_c$ when $7\lambda/4-4>1$, that is, for

$$\lambda>\frac{20}{7}.$$

The condition is stronger than $\lambda>2$, so it secures both stretches at and below the bending threshold. For such a repulsion, the linear geometry is a local minimum for every $\alpha<r^3/8$ and is unstable for every $\alpha>r^3/8$. If $\lambda$ lies between $2$ and $20/7$, the repulsion is so soft that the antisymmetric stretch is unstable before $\alpha$ reaches $r^3/8$; for $\lambda<16/7$ it is unstable even at $\alpha=0$. The statement that $\alpha>r^3/8$ is sufficient for instability still holds, but it is then no longer necessary.

The example takes $r=5$ bohr and $\rho=0.6$ bohr, again round model values. Then $\lambda=8.333$. The equilibrium condition $A e^{-\lambda}/\rho=7/(4r^2)$ sets the prefactor to $A=174.73$ hartree. The symmetric stretch has $K_s=3.5\times6.333/125=0.1773$ hartree/bohr$^2$. The antisymmetric stretch would become unstable at

$$15.625\times(14.583-4)=165.4\ \text{bohr}^3,$$

about ten times the bending threshold.

The same ordering appears in the full matrix of second derivatives with respect to the nine Cartesian coordinates, computed by finite differences. At $0.9\,\alpha_c$ it has no negative eigenvalue beyond numerical error. At $1.1\,\alpha_c$ it has two, which are the two perpendicular bends. The nuclear masses are not needed for this count. Mass weighting is an invertible change of coordinates and does not alter the number of independent directions in which the energy falls.

### (g) The onset with relaxed bonds

**Question.** Let the bonds adjust while the molecule bends. Is the linear form still a local minimum at $\alpha=r^3/8$, and does the bend still set in continuously?

**Solution.** The quadratic stiffness of the bend vanishes at the threshold, so the next term in $\beta$ decides. Two contributions of order $\beta^4$ have to be found: one at fixed bond length and one from the response of the bonds.

At fixed bond length, use $s=\sin^2\beta$ as variable. The anion repulsion is

$$\frac{1}{2r}(1-s)^{-1/2}=\frac1{2r}\left(1+\frac s2+\frac{3s^2}8+\dots\right).$$

At $\alpha=r^3/8$ the induction energy is $-2\alpha s/r^4=-s/(4r)$, which cancels the linear term. What remains is $3s^2/(16r)$. Since $s^2=\beta^4$ to leading order, the quartic coefficient is

$$Q_{\rm fixed}=\frac{3}{16r}.$$

Now let both bonds change by $\delta$. The coefficient of $\beta^2$ at a general bond length is

$$C(r)=\frac1{4r}-\frac{2\alpha}{r^4}.$$

It vanishes at the threshold, but its derivative does not:

$$C'(r)=-\frac1{4r^2}+\frac{8\alpha}{r^5}=-\frac1{4r^2}+\frac1{r^2}=\frac3{4r^2}.$$

The positive sign means that shorter bonds make the bend softer. The induction term varies as $r^{-4}$ and gains more from shortening than the anion repulsion, which varies as $r^{-1}$.

The energy near the linear molecule is then

$$V-V_0=\tfrac12K_s\delta^2+C'\delta\,\beta^2+Q_{\rm fixed}\,\beta^4+\dots$$

The minimum over $\delta$ is at $\delta=-C'\beta^2/K_s$. Since $\delta$ is of order $\beta^2$, the omitted terms $\delta^3$, $\delta^2\beta^2$ and $\delta\beta^4$ are all at least of order $\beta^6$. Inserting the minimum adds $-C'^2\beta^4/(2K_s)$. With $C'^2=9/(16r^4)$ and $2K_s=7(\lambda-2)/r^3$, the relaxed coefficient is

$$Q_{\rm relaxed}=\frac3{16r}-\frac{9}{112\,r(\lambda-2)} .$$

A difference $q$ between the bonds does not contribute. Exchanging the anions changes $q$ into $-q$ at the same tilt, so a term $q\beta^2$ is forbidden. As long as the antisymmetric stretch is stable, $q$ stays zero near the linear form.

The relaxed coefficient is positive when $\lambda-2>3/7$, that is, for $\lambda>17/7$. This is guaranteed by the condition $\lambda>20/7$ of part (f). Whenever the stretches are stable at the bending threshold, the linear molecule is therefore still a local minimum at $\alpha=r^3/8$. Just above it, the energy has the form $\tfrac12k\beta^2+Q_{\rm relaxed}\beta^4$ with a small negative $k$. Setting its derivative to zero gives

$$\beta^2=-\frac{k}{4Q_{\rm relaxed}} .$$

The tilt again starts from zero, and the onset is continuous.

In the example, $Q_{\rm fixed}=3/80=0.0375$ hartree/rad$^4$. Relaxation lowers it to $Q_{\rm relaxed}=0.0350$ hartree/rad$^4$, a reduction of about 7% relative to the fixed-bond value. The bonds are stiff enough for their response to be a small correction.

### (h) The bent molecule with relaxed bonds

**Question.** For $r=5$ bohr, $\rho=0.6$ bohr and $\alpha=20$ bohr$^3$, how much do relaxed bonds change the bent structure? In what sense is that structure a minimum?

**Solution.** This polarisability exceeds the threshold by 28%, which is too far for the expansion of part (g) to be relied upon. The energy was therefore minimised numerically over both bond lengths and the tilt, by the simplex method of Nelder and Mead, starting from a bent geometry near $r$.

The two bonds come out equal, with a length of $4.963$ bohr, and the angle is $132.2^\circ$. At fixed bond length the angle was $134.1^\circ$. The bonds shorten, as the sign of $C'$ in part (g) leads one to expect, and the molecule bends by a further two degrees. The energy gained relative to the linear molecule is $0.00125$ hartree, or $3.28$ kJ/mol. This is about 10% more than the gain at fixed bonds.

The gain is small compared with either of the energies that compete in it. The linear form is thus a low hump on the potential energy surface. The static calculation does not say whether a vibrating molecule would stay bent or spread over that hump, since this depends on the nuclear masses.

The bent structure is a local minimum. With free bond lengths, a global minimum of this model does not exist. If one anion approaches M to a distance $d\to0$, the attraction $-2/d$ and the induction energy, which behaves as $-\alpha/(2d^4)$, both fall without limit, while the repulsion $A e^{-d/\rho}$ stays finite. This collapse is a defect of point ions and point dipoles at distances where the electron clouds overlap. Statements about relaxed structures therefore refer to the region around the normal bond length.

### (i) Polarisable anions

**Question.** Give each anion the polarisability $\alpha_X$. Find the new threshold for bending in terms of the bond length $r$, and the direction of the change when $\alpha_X$ is small.

**Solution.** Measure lengths in units of $r$, energies in units of $1/r$, dipoles in units of $r$ and polarisabilities in units of $r^3$. Write $x=\alpha_X/r^3$ and $y=\alpha/r^3$. The anions sit at $(\pm\cos\beta,\sin\beta)$. Exchanging them is a reflection, so the dipoles have the form

$$\mathbf p_M=(0,m),\qquad \mathbf p_\pm=(\pm u,\ v).$$

All dipoles are found by minimising one energy, which contains the cost of making them, their interaction with the charges and their interaction with each other.

**The linear molecule.** Here $m=v=0$. The field at the right-hand anion is $2$ from M and $-1/4$ from the other anion, in total $7/4$ outwards. Two dipoles $\mathbf p_1,\mathbf p_2$ at a distance $d$ along the unit vector $\mathbf n$ have the energy $[\mathbf p_1\cdot\mathbf p_2-3(\mathbf p_1\cdot\mathbf n)(\mathbf p_2\cdot\mathbf n)]/d^3$. For the anion dipoles, with $d=2$, this is $(-u^2+3u^2)/8=u^2/4$. The cost of making them is $2\times u^2/(2x)=u^2/x$. The sum $-\tfrac72u+u^2(\tfrac14+\tfrac1x)$ is lowest at

$$u=a=\frac{7x}{4+x}.$$

The anion dipoles point outwards, so the electrons of the anions are drawn towards M. The dipole of M is still zero, and the bond length of the linear molecule remains independent of $\alpha$.

**The tilted molecule.** By symmetry, $m$ and $v$ begin at order $\beta$, while $u$ changes only at order $\beta^2$. Since $u=a$ is a minimum, that change affects the energy at order $\beta^4$, and $u=a$ may be kept. The terms of second order are:

- The charge repulsion $1/(2\cos\beta)$ gives $\beta^2/4$.
- The dipoles $u$ in the field of the charges give $-2a[2\cos\beta-1/(4\cos^2\beta)]$. The bracket is $\tfrac74-\tfrac54\beta^2$, so the contribution is $+\tfrac52a\beta^2$.
- The dipoles $v$ in the field of M give $-4v\beta$, and $m$ in the field of the anion charges gives $-2m\beta$.
- The interaction of $m$ with the anion dipoles gives $2mv-6am\beta$.
- The anion dipoles interact with the energy $(2u^2+v^2)/(8\cos^3\beta)$, which gives $\tfrac38a^2\beta^2+\tfrac18v^2$.
- Making the dipoles costs $v^2/x+m^2/(2y)$.

Define

$$K=\frac14+\frac{5a}2+\frac{3a^2}8,\qquad b=\left(\frac1x+\frac18\right)^{-1}=\frac{8x}{8+x}.$$

The second-order energy is then

$$W=K\beta^2-4\beta v-(2+6a)\beta m+2mv+\frac{v^2}b+\frac{m^2}{2y}.$$

**Eliminating the dipoles.** The terms with $v$ are $v^2/b-2v(2\beta-m)$. Their minimum is at $v=b(2\beta-m)$ and has the value $-b(2\beta-m)^2$. Expanding this square and collecting terms gives

$$W=(K-4b)\beta^2-2G\beta m+\left(\frac1{2y}-b\right)m^2,\qquad G=1+3a-2b.$$

For $1/(2y)>b$ the minimum over $m$ exists, and

$$W=\left[K-4b-\frac{G^2}{1/(2y)-b}\right]\beta^2 .$$

As $y$ grows, the subtracted term grows. With $K-4b>0$, the bracket changes sign at the critical value

$$\frac{\alpha_c}{r^3}=\frac12\left[b+\frac{G^2}{K-4b}\right]^{-1}.$$

For $x=0$ one has $a=b=0$, $K=\tfrac14$ and $G=1$, and the result returns to $\tfrac18$.

**Small anion polarisability.** To first order in $x$, $a\approx\tfrac74x$ and $b\approx x$. Hence $G^2\approx1+\tfrac{13}2x$ and $K-4b\approx\tfrac14(1+\tfrac32x)$. The bracket becomes $x+4(1+5x)=4+21x$, and

$$\alpha_c\approx\frac{r^3}8\left(1-\frac{21}4\,\frac{\alpha_X}{r^3}\right).$$

Anion polarisability lowers the threshold. The three first-order contributions show why. The direct stiffness $K-4b$ rises by the relative amount $\tfrac32x$, which opposes bending. The squared coupling $G^2$ rises by $\tfrac{13}2x$, because the outward anion dipoles strengthen the field at M by more than the transverse dipoles $v$ weaken it. The term $b$, by which the anions respond to the dipole of M, adds a further $\tfrac14x$ in favour of bending. The balance is $\tfrac{13}2+\tfrac14-\tfrac32=\tfrac{21}4$.

For $r=5$ bohr and $\alpha_X=5$ bohr$^3$, $x=0.04$. Then $a=0.06931$, $b=0.03980$, $K-4b=0.26586$ and $G=1.12832$. The threshold is

$$\alpha_c=\frac{125}{2}\left[0.03980+\frac{1.12832^2}{0.26586}\right]^{-1}=12.94\ \text{bohr}^3,$$

which is 17% below the value $15.625$ bohr$^3$ for unpolarisable anions. The first-order formula would give a reduction of 21%, so higher orders already matter here. Both thresholds refer to the same bond length $r$; with $\varphi$ held fixed, the anion dipoles would also shorten the bond and lower the threshold further. At given $r$, a dication with a polarisability between the two thresholds would be assigned a linear geometry by the rule $r^3/8$ and a bent one by the fuller model. The factor one eighth belongs to rigid anions. It isolates the competition between anion repulsion and cation polarisation, but it is not a quantitative predictor once $\alpha_X$ reaches a few per cent of $r^3$. Real halide ions have $x$ of order $0.1$ or more, and at $x=0.1$ the formula above lowers the threshold by a third. Both thresholds also leave out covalent bonding, the participation of metal d orbitals and the overlap of the ion clouds, so the model shows one mechanism of bending and does not establish the cause in a given real dihalide.
